# Ortho-para rotational sum versus classical rotor in the hydrogen chemical potential

## Problem

In ab initio surface thermodynamics, a hydrogen-covered surface is compared with H$_2$ gas through the chemical potential $\mu_{\rm H}$ of one H atom. The rotation of the molecule enters $\mu_{\rm H}$ through a partition function, which may be taken from the quantum levels or from a classical rotor.

Consider an ideal gas at $T=300$ K and $p=760$ Torr, with $kT=25.852$ meV. A full configuration-interaction calculation in the cc-pVTZ basis, followed by solution of the radial nuclear equation, gives the rotational constant $B=7.335$ meV for the vibrational ground state. Treat the molecule as a rigid rotor with this $B$. Count energies from the level $v=0$, $J=0$, and leave the four proton-spin states out of the entropy of both gas and surface.

1. Express $\mu_{\rm H}$ through the rotational partition function. Find this function for ortho-para equilibrium and for the classical rotor.
2. Derive the high-temperature form of the difference in $\mu_{\rm H}$, separating the part due to the ortho-para distinction.
3. Evaluate the difference at 300 K. What does it do to a surface phase boundary?
4. What changes if ortho and para hydrogen do not interconvert, if the temperature is low, or if the molecule stretches?

## Solution

### 1. Chemical potential and partition functions

For $N$ molecules in volume $V$, with thermal wavelength $\lambda$ and rotational partition function $q$,

$$Z_N=\frac{1}{N!}\left(\frac{qV}{\lambda^3}\right)^N .$$

Excited vibrations are omitted here. Stirling's formula gives

$$F=-kT\left[N\ln\frac{qV}{\lambda^3}-N\ln N+N\right].$$

Differentiating with respect to $N$, and using $V/N=kT/p$,

$$\mu_{\rm H_2}=-kT\ln\frac{qV}{N\lambda^3}=kT\ln\frac{p\lambda^3}{kT\,q}.$$

Equilibrium between H$_2$ and two H atoms on the surface requires $2\mu_{\rm H}=\mu_{\rm H_2}$, so

$$\mu_{\rm H}=\frac{kT}{2}\ln\frac{p\lambda^3}{kT\,q}.$$

At equal $T$ and $p$, the two descriptions therefore differ by

$$\Delta\equiv\mu_{\rm H}^{\rm quantum}-\mu_{\rm H}^{\rm classical}=-\frac{kT}{2}\ln\frac{q}{q_{\rm cl}}. \tag{1}$$

The pressure has dropped out. A larger $q$ means more accessible states and a lower chemical potential.

**Quantum rotor.** The levels are $BJ(J+1)$, each with $2J+1$ orientations. Protons are fermions, so the molecular state must change sign when they are exchanged. The electronic and vibrational ground states do not change, while the rotational state acquires $(-1)^J$. Even $J$ therefore needs the antisymmetric spin singlet (para, one state), and odd $J$ needs the symmetric triplet (ortho, three states). With $x=B/kT$, define

$$Z_p=\sum_{J\ \rm even}(2J+1)e^{-xJ(J+1)},\qquad Z_o=\sum_{J\ \rm odd}(2J+1)e^{-xJ(J+1)} .$$

Dividing by the four spin states that are left out by convention,

$$q=\frac{Z_p+3Z_o}{4}. \tag{2}$$

**Classical rotor.** The Hamiltonian is $(p_\theta^2+p_\phi^2/\sin^2\theta)/2I$, with $B=\hbar^2/2I$. The two Gaussian momentum integrals give $2\pi IkT\sin\theta$, and the angular integral of $\sin\theta$ gives $4\pi$. Exchanging identical nuclei gives the same configuration, hence a factor $1/2$:

$$q_{\rm cl}=\frac12\,\frac{8\pi^2IkT}{h^2}=\frac{IkT}{\hbar^2}=\frac{kT}{2B}=\frac1{2x}. \tag{3}$$

### 2. High-temperature form

Let $S=Z_p+Z_o$ be the sum over all $J$, and $A=Z_p-Z_o$ the sum with alternating signs. Then $Z_p=(S+A)/2$ and $Z_o=(S-A)/2$, so

$$q=\frac{(S+A)+3(S-A)}{8}=\frac S2-\frac A4,\qquad \frac{q}{q_{\rm cl}}=xS-\frac{xA}{2}. \tag{4}$$

The first term corrects the replacement of a sum over levels by an integral. The second is the ortho-para part.

**The sum $S$.** Put $s=J+\tfrac12$. Since $J(J+1)=s^2-\tfrac14$,

$$S=2e^{x/4}\sum_{J\ge0}f(J+\tfrac12),\qquad f(s)=s\,e^{-xs^2}.$$

The midpoint Euler-Maclaurin formula reads

$$\sum_{J\ge0} f(J+\tfrac12)\simeq\int_0^\infty f\,ds+\frac{f'(0)}{24}-\frac{7f'''(0)}{5760}+\frac{31f^{(5)}(0)}{967680}-\dots$$

From $f=s-xs^3+x^2s^5/2-\dots$ the derivatives at zero are $1$, $-6x$ and $60x^2$, and the integral is $1/2x$. Multiplying by $2x\,e^{x/4}$,

$$xS\simeq e^{x/4}\left[1+\frac{x}{12}+\frac{7x^2}{480}+\frac{31x^3}{8064}+\dots\right].$$

Expanding the exponential, the coefficient of $x$ is $\tfrac14+\tfrac1{12}=\tfrac13$. That of $x^2$ is $\tfrac1{32}+\tfrac1{48}+\tfrac7{480}=\tfrac1{15}$. That of $x^3$ is $\tfrac1{384}+\tfrac1{384}+\tfrac7{1920}+\tfrac{31}{8064}=\tfrac4{315}$. Thus

$$xS\simeq1+\frac x3+\frac{x^2}{15}+\frac{4x^3}{315}+\dots \tag{5}$$

With $\ln(1+y)=y-y^2/2+y^3/3-\dots$, the quadratic coefficient of the logarithm is $\tfrac1{15}-\tfrac1{18}=\tfrac1{90}$, and the cubic one is $\tfrac4{315}-\tfrac1{45}+\tfrac1{81}=\tfrac8{2835}$:

$$\ln(xS)\simeq\frac x3+\frac{x^2}{90}+\frac{8x^3}{2835}+\dots \tag{6}$$

**The sum $A$.** Under $J\to-J-1$, both $s$ and $(-1)^J$ change sign, so their product does not. The sum can therefore be extended to all integers, which absorbs the factor 2 in $2J+1=2s$:

$$A=e^{x/4}\sum_{J=-\infty}^{\infty}(-1)^J s\,e^{-xs^2}.$$

Poisson summation turns this into integrals with frequencies $w=\pi-2\pi m$, for integer $m$:

$$A=e^{x/4}\sum_m e^{-iw/2}\int_{-\infty}^{\infty}s\,e^{-xs^2+iws}ds,$$

$$\int_{-\infty}^{\infty}s\,e^{-xs^2+iws}ds=\frac{iw}{2x}\sqrt{\frac\pi x}\,e^{-w^2/4x}.$$

For $w=\pi$ the prefactor is $(-i)(i\pi/2x)=\pi/2x$; for $w=-\pi$ it is $(i)(-i\pi/2x)=\pi/2x$. These two terms add to

$$A\simeq\left(\frac{\pi}{x}\right)^{3/2}\exp\left(\frac x4-\frac{\pi^2}{4x}\right). \tag{7}$$

The next frequencies, $w=\pm3\pi$, are smaller by a factor of order $e^{-2\pi^2/x}$. The ortho-para part is thus exponentially small at high temperature, whereas the correction in (5) falls only as $1/T$. Inserting the leading term of (6) in (1) gives the rigid-rotor limit

$$\Delta\to-\frac{kT}{2}\,\frac{B}{3kT}=-\frac B6 . \tag{8}$$

The relative error of $q_{\rm cl}$ disappears as $1/T$, but the prefactor $kT$ compensates for this, leaving a constant shift in energy.

### 3. Evaluation at 300 K

Here $x=7.335/25.852=0.2837$. The terms of the two sums are

$$Z_p=1+0.91125+0.03089+0.00009=1.9422,$$

$$Z_o=1.70089+0.23251+0.00221=1.9356.$$

Equations (2) and (3) give

$$q=\frac{1.9422+3(1.9356)}4=1.9373,\qquad q_{\rm cl}=\frac1{2(0.28373)}=1.7622 .$$

The ratio is 1.0993, and therefore

$$\Delta=-\frac{25.852\ {\rm meV}}2\ln(1.0993)=-1.22\ {\rm meV}.$$

The chemical potential per atom changes by only slightly more than 1 meV, from $-157.86$ meV with the classical rotor to $-159.08$ meV with the quantum sum. Per molecule, the shift is $-2.45$ meV.

The expansion gives the same ratio: $1+0.09458+0.00537+0.00029-0.00094=1.0993$, where the last number is $-xA/2$ with $A=0.0066$. The ortho-para part contributes only $+0.011$ meV to $\Delta$. The quadratic term of (6) contributes $-(kT/2)x^2/90=-0.012$ meV. These two nearly cancel, which is why the result at 300 K lies so close to $-B/6=-1.222$ meV.

**Effect on a phase boundary.** Suppose that a boundary between two surface phases lies at a fixed $\mu_{\rm H}$, with the temperature dependence of the surface free energies neglected. At fixed $T$, the argument of the logarithm in $\mu_{\rm H}$ must keep its value, so $p$ must rise in proportion to $q$, by 9.9%. At fixed $p$, the gas must instead be cooled. The computed entropy is $0.677$ meV/K per atom, so the boundary moves by $-1.224/0.677=-1.8$ K. A small energy shift is thus a visible pressure shift, because pressure enters through a logarithm.

**Bookkeeping.** Two errors would be larger than $\Delta$. Omitting the factor $1/2$ in (3) lowers the classical $\mu_{\rm H}$ by $(kT/2)\ln2=8.96$ meV. Keeping the four spin states in the gas but not on the surface lowers the gas value by $(kT/2)\ln4=17.92$ meV. The choice of $B$ matters too: the equilibrium bond length gives 7.525 meV, which raises the classical $\mu_{\rm H}$ by $(kT/2)\ln(7.525/7.335)=0.33$ meV.

### 4. Other conditions

**Frozen ortho-para ratio.** Without a catalyst, a gas may keep the high-temperature ratio 3:1. Let the surface take up ortho and para molecules in that same ratio, so that the mean chemical potential is the relevant one. With the spin factor 4 removed, the partition functions are $Z_p/4$ and $3Z_o/4$, and the partial pressures are $p/4$ and $3p/4$. The fractions cancel in each logarithm, and $\ln q$ is replaced by $\tfrac14\ln Z_p+\tfrac34\ln Z_o$.

Write $\delta=A/q$. From (2), $Z_p=q(1+\tfrac34\delta)$ and $Z_o=q(1-\tfrac14\delta)$. The linear terms cancel, and the quadratic ones give

$$\frac14\ln Z_p+\frac34\ln Z_o\simeq\ln q-\frac12\left(\frac14\cdot\frac9{16}+\frac34\cdot\frac1{16}\right)\delta^2=\ln q-\frac{3\delta^2}{32}.$$

Hence $\mu_{\rm H}$ rises by $3kT\delta^2/64$. With $\delta=0.0034$ this is $1.4\times10^{-5}$ meV. At 300 K the equilibrium ortho fraction is already 0.749, so freezing the ratio has almost no effect.

**Low temperature.** Suppose first that ortho and para hydrogen do interconvert. At 100 K, $x=0.851$ and (7) gives $A\approx0.48$. The ortho-para term $-xA/2\approx-0.21$ now cancels much of the correction in $xS$, and the shift is only $-0.55$ meV. As $T\to0$, only $J=0$ survives, $q\to1/4$, and $\Delta\to-(kT/2)\ln(x/2)$. This tends to zero, but not steadily: the shift shrinks to about $-0.20$ meV near 55 K, then grows again to $-B/4e=-0.67$ meV at $kT=B/2e$, near 16 K, before it vanishes. Meanwhile the ratio $q/q_{\rm cl}$ diverges, so a small energy difference does not show that the classical rotor is a good description.

Without interconversion the result is different. In a frozen 3:1 gas, three quarters of the molecules cannot fall below $J=1$, whose energy is $2B$. As $T\to0$ the shift per atom then tends to $\tfrac12\cdot\tfrac34\cdot2B=3B/4=5.5$ meV instead of zero. At 100 K it is $-0.37$ meV instead of $-0.55$ meV. Both limits $T\to0$ belong to the ideal gas: at 760 Torr real hydrogen liquefies near 20 K.

**Stretching.** Rotation lengthens the bond and lowers the levels by $D[J(J+1)]^2$, with $D=0.0056$ meV here. To first order, $q$ grows by the fraction $D\langle[J(J+1)]^2\rangle/kT$. Replacing the weighted sum by an integral over $y=J(J+1)$ gives $\int_0^\infty y^2e^{-xy}dy=2/x^3$, while the normalizing sum is $S\simeq(1+x/3)/x$. The additional shift is therefore

$$\Delta_D\simeq-\frac D2\,\frac{2/x^2}{1+x/3}=-\frac{D}{x^2(1+x/3)}\approx-0.064\ {\rm meV}.$$

The computed non-rigid levels give $-0.062$ meV. This correction grows roughly as $T^2$, so the constant limit (8) belongs to the rigid rotor alone.

**A real surface.** Hydrogen-terminated Si(001) with one H per surface atom carries $2/a^2\approx6.8$ H atoms per nm$^2$, with lattice constant $a=0.543$ nm. The surface energy contains $-\mu_{\rm H}$ for each atom, so the quantum sum raises it by about $6.8\times1.224\approx8$ meV/nm$^2$. At 300 K and 760 Torr, modelling the molecules as hard spheres of diameter 0.3 nm changes $\mu_{\rm H}$ by only $+0.018$ meV; this leaves out their attraction. The rigid-rotor assumption fails first on heating. At 1000 K, a rough silicon epitaxy temperature, the rigid shift is still $-1.23$ meV, but stretching adds $-0.76$ meV and excited vibrations $-0.11$ meV, for a total of $-2.10$ meV. At 300 K there is a different limitation: dissociation of H$_2$ on silicon is activated, so the surface may not reach equilibrium with the gas, and $\mu_{\rm H}$ then does not determine its coverage. The levels used here also omit the basis-set remainder and non-adiabatic and relativistic corrections. In the larger cc-pVQZ basis $B$ is 7.353 meV, or 0.25% higher. By (8), this changes the rigid shift by only about 0.003 meV. The separate values of $\mu_{\rm H}$ are more sensitive: at 300 K they rise by about $(kT/2)\times0.0025=0.03$ meV, so their second decimals belong to the stated $B$ and not to the real molecule.

The numerical output lists the Boltzmann terms $(2J+1)e^{-xJ(J+1)}$ with their spin weights, and the rigid-rotor shifts at other temperatures.

## Table of computed values

```
H2: full CI, cc-pVTZ; T = 300 K, p = 760 Torr
equilibrium bond length     0.7426 angstrom
B, vibrational ground state 7.3350 meV
B/k                         85.12 K
B at equilibrium bond       7.5250 meV
centrifugal constant D      0.00560 meV
zero-point energy per H2    270.6 meV
first vibrational gap       516.6 meV
kT                          25.852 meV
x = B/kT                    0.28373
   J  spin weight  (2J+1)exp(-xJ(J+1))
   0      1         1.000000
   1      3         1.700893
   2      1         0.911250
   3      3         0.232505
   4      1         0.030889
   5      3         0.002212
   6      1         0.000087
para sum (even J)           1.94223
ortho sum (odd J)           1.93561
alternating sum A           0.00661
ortho fraction              0.74936
q exact                     1.93727
q classical                 1.76224
ratio q/q_cl                1.09932
ratio from closed formula   1.09930
mu per H, exact sum         -159.084 meV
mu per H, classical         -157.860 meV
SHIFT per H atom            -1.224 meV
shift per H2 molecule       -2.448 meV
limit -B/6                  -1.222 meV
alternation part of shift   +0.0110 meV
frozen 3:1 minus equil.     1.4e-05 meV per H
boundary pressure change    +9.93 percent
entropy per H atom          0.6772 meV/K
boundary temperature change -1.81 K
surface energy, 7 H/nm^2   8.6 meV/nm^2
Neglected or mistaken, meV per H atom at 300 K:
  centrifugal stretching    -0.062
  excited vibrations        -2.8e-08
  hard-sphere non-ideality  +0.018
  B at equilibrium bond     +0.331
  symmetry number missing   8.96 (size)
  one-sided spin factor     17.92 (size)
Rigid shift, meV per H atom:
   100 K                    -0.553
   200 K                    -1.134
   300 K                    -1.224
   600 K                    -1.228
  1000 K                    -1.226
At 1000 K: stretching       -0.757 meV per H
At 1000 K: vibrations       -0.113 meV per H
```
